\section*{What atomic layer etching synergy measures: a site-balance derivation}

\section{What is being subtracted}

\textbf{Q.} A cycle of directional atomic layer etching has two steps: a gas dose modifies the surface, then ions remove material. I am told to measure the removal per cycle, subtract two other removals, and divide. Which removals, and why those?

\textbf{A.} Call the removal in a full cycle $E$. Run the process again with the ions off and call the removal per cycle $\alpha$. Run it a third time with the gas off and call the removal per cycle $\beta$. Step times, fluxes and temperature are the same in all three runs. Write $f(g,i)$ for the removal, with $g$ and $i$ equal to 1 when gas or ions are on and 0 when they are off:
\begin{equation}
f(1,1)=E,\quad f(1,0)=\alpha,\quad f(0,1)=\beta,\quad f(0,0)=0 .
\end{equation}
If the steps ignored each other, the full cycle would remove $\alpha+\beta$. The excess over this additive expectation is $E-\alpha-\beta$. The synergy is that excess relative to the total removal:
\begin{equation}
S=\frac{E-\alpha-\beta}{E},\qquad E>0 .
\label{eq:def}
\end{equation}
This is a definition, so it cannot be proved. What can be derived is what it says about the surface.

\textbf{Q.} Does it at least lie between 0 and 1, as a fraction should?

\textbf{A.} The upper bound holds as long as each separate run removes material or does nothing. A gas-only run that deposits a film can show a net thickness gain, that is $\alpha<0$, and $S$ can then exceed 1. For $\alpha\ge0$ and $\beta\ge0$ we have $S=1-(\alpha+\beta)/E\le1$, with equality if and only if $\alpha=\beta=0$. There is no such lower bound at zero: if the steps hinder each other, $E<\alpha+\beta$ and $S<0$.

\textbf{Q.} When it is positive, I would read $S$ as the fraction of atoms that ions knock off modified sites. The rest is gas etching and sputtering, which have been subtracted.

\textbf{A.} That reading assumes that gas etching and sputtering remove as much in the full cycle as they do alone. Whether they do depends on how the steps change the surface, so we need a model.

\section{A model of the surface}

\textbf{Q.} What do you assume?

\textbf{A.} Only the top layer reacts. It has $N$ sites per unit area, each holding one substrate atom, and a fraction $\theta$ of the sites is modified. Sites act independently. When an atom leaves, a bare site is exposed beneath it. Removal is counted in monolayers (ML), so one atom per site is 1 ML.

During the gas dose, of length $t_m$, a bare site becomes modified at rate $k_a$. A modified site may also leave without ions, at rate $k_s$. This spontaneous loss needs gas and stops when the gas is purged. Therefore
\begin{equation}
\frac{d\theta}{dt}=k_a(1-\theta)-k_s\theta ,\qquad \text{removal rate}=k_s\theta .
\label{eq:gas}
\end{equation}

During the ion step, of length $t_i$, the ion flux is $J$. An ion removes on average $Y_m$ atoms from a fully modified surface and $Y_0$ from a bare one. Dividing atoms per area by $N$ gives the rates per site
\begin{equation}
\nu_m=\frac{JY_m}{N},\qquad \nu_0=\frac{JY_0}{N}.
\end{equation}
Removing a modified site lowers $\theta$. Sputtering a bare site exposes another bare site and leaves $\theta$ unchanged. Hence
\begin{equation}
\frac{d\theta}{dt}=-\nu_m\theta,\qquad
\text{removal rate}=\nu_m\theta+\nu_0(1-\theta).
\label{eq:ion}
\end{equation}

\textbf{Q.} The coverage at the start of a dose depends on the previous cycle. Where do you begin?

\textbf{A.} In the repeating state. Let $\theta_0$ be the coverage before the dose and $\theta_1$ the coverage after it. Setting $d\theta/dt=0$ in Eq.~\eqref{eq:gas} gives the coverage of an endless dose,
\begin{equation}
\theta_\infty=\frac{k_a}{k_a+k_s},\qquad 1-\theta_\infty=\frac{k_s}{k_a+k_s}.
\end{equation}
The difference $u=\theta-\theta_\infty$ obeys $du/dt=-(k_a+k_s)u$, so it decays exponentially. In the ion step $\theta$ itself decays. Thus
\begin{align}
\theta_1&=\theta_\infty+(\theta_0-\theta_\infty)q_m, & q_m&=e^{-(k_a+k_s)t_m},\\
\theta_0&=\theta_1q_i, & q_i&=e^{-\nu_mt_i}.
\end{align}
The second line states that the ions return the surface to its starting coverage. Inserting it into the first gives $\theta_1(1-q_mq_i)=\theta_\infty(1-q_m)$, or
\begin{equation}
\theta_1=\theta_\infty\frac{1-q_m}{1-q_mq_i}.
\end{equation}
The modified coverage consumed by ions in each cycle is
\begin{equation}
\Delta\theta=\theta_1-\theta_0=\theta_1(1-q_i).
\label{eq:delta}
\end{equation}
A deviation from the repeating state is multiplied by $q_mq_i<1$ in each cycle, so it dies out.

\section{Following each atom}

\textbf{Q.} Now the separate runs. What are $\alpha$ and $\beta$ here?

\textbf{A.} With repeated doses and no ions, nothing resets the coverage, and it settles at $\theta_\infty$. With ions and no gas, a clean surface stays bare. Therefore
\begin{equation}
\alpha=k_s\theta_\infty t_m,\qquad \beta=\nu_0t_i .
\label{eq:ab}
\end{equation}

\textbf{Q.} And how much does the gas alone remove within a full cycle? I still expect $\alpha$.

\textbf{A.} Integrate Eq.~\eqref{eq:gas} over the dose:
\begin{equation}
\Delta\theta=k_at_m-(k_a+k_s)\int_{\rm gas}\theta\,dt .
\end{equation}
Solving for the integral and multiplying by $k_s$ gives the gas loss $M$:
\begin{align}
M=k_s\int_{\rm gas}\theta\,dt
&=k_s\theta_\infty t_m-\frac{k_s}{k_a+k_s}\Delta\theta\nonumber\\
&=\alpha-(1-\theta_\infty)\Delta\theta .
\label{eq:M}
\end{align}
This is less than $\alpha$ when $k_s>0$ and $\Delta\theta>0$. The ions have stripped the surface, so the next dose begins with fewer modified sites that could leave spontaneously.

\textbf{Q.} Then sputtering of bare sites must also differ from $\beta$.

\textbf{A.} It does. Integrating $d\theta/dt=-\nu_m\theta$ over the ion step gives $\nu_m\int_{\rm ion}\theta\,dt=\Delta\theta$. This is the number of modified sites removed by ions, in ML. The bare sputtering is
\begin{align}
B=\nu_0\int_{\rm ion}(1-\theta)\,dt
&=\nu_0t_i-\frac{\nu_0}{\nu_m}\Delta\theta\nonumber\\
&=\beta-\frac{Y_0}{Y_m}\Delta\theta ,
\label{eq:B}
\end{align}
because $J/N$ cancels in $\nu_0/\nu_m$. While a site is modified, it is not available for bare sputtering.

\textbf{Q.} So the subtraction takes away too much on both counts. By how much in total?

\textbf{A.} Add the three channels, $E=M+\Delta\theta+B$, and insert Eqs.~\eqref{eq:M} and \eqref{eq:B}:
\begin{align}
E-\alpha-\beta
&=\Delta\theta-(1-\theta_\infty)\Delta\theta-\frac{Y_0}{Y_m}\Delta\theta\nonumber\\
&=\Delta\theta\left(\theta_\infty-\frac{Y_0}{Y_m}\right).
\label{eq:excess}
\end{align}
Let $F=\Delta\theta/E$ be the fraction of atoms that really leave by ion removal of modified sites. Then
\begin{equation}
S=F\left(\theta_\infty-\frac{Y_0}{Y_m}\right).
\label{eq:main}
\end{equation}
The bracket is at most 1, so $S\le F$ in this model. For $F>0$ the two agree if $k_s=0$ and $Y_0=0$. Then $\alpha=\beta=0$ and both equal 1. Otherwise $S$ is a net gain: each atom removed through the modified pathway is credited as one, less the gas loss and sputtering that it displaced.

\section{Numbers for one process}

\textbf{Q.} Is the distinction large enough to see?

\textbf{A.} Take round model parameters: $k_a=2\ \mathrm{s^{-1}}$, $k_s=0.02\ \mathrm{s^{-1}}$, $t_m=3$ s, $t_i=40$ s, $J=2\times10^{18}\ \mathrm{m^{-2}s^{-1}}$, $N=10^{19}\ \mathrm{m^{-2}}$, $Y_m=0.5$ and $Y_0=0.005$. Then $\nu_m=0.1\ \mathrm{s^{-1}}$, $\nu_0=0.001\ \mathrm{s^{-1}}$ and $\theta_\infty=2/2.02=0.9901$. The coverage swings between $\theta_1=0.9878$ and $\theta_0=0.0181$, so $\Delta\theta=0.9697$ ML. The separate runs give
\begin{align}
\alpha&=0.02\times0.9901\times3=0.0594\ \text{ML},\\
\beta&=0.001\times40=0.0400\ \text{ML}.
\end{align}
In the full cycle the unwanted channels are smaller:
\begin{align}
M&=0.0594-0.0099\times0.9697=0.0498\ \text{ML},\\
B&=0.0400-0.0100\times0.9697=0.0303\ \text{ML}.
\end{align}
The total is $E=0.0498+0.9697+0.0303=1.0498$ ML. With a layer thickness of 0.25 nm this is 0.262 nm per cycle. Finally,
\begin{align}
S&=\frac{1.0498-0.0594-0.0400}{1.0498}=0.905,\\
F&=\frac{0.9697}{1.0498}=0.924 .
\end{align}
The synergy is 90.5\%, while 92.4\% of the atoms leave through the modified-site pathway. The gap is small here because both $1-\theta_\infty$ and $Y_0/Y_m$ are about 0.01.

\textbf{Q.} You derived the formula from smooth coverage equations. Real sites change one at a time.

\textbf{A.} For independent sites the coverage equations describe the average of those random events. A simulation of individual sites, which makes no use of the coverage equations, gives $S=0.9060\pm0.0004$, where the uncertainty is one standard error. The formula gives 0.9053, within the five standard errors allowed in the test. The numerical output also lists $E$, $\alpha$ and $\beta$ from this simulation.

\section{Zero and negative synergy}

\textbf{Q.} Suppose I measure $S=0$. Surely the ions are then not using the modified layer.

\textbf{A.} Equation~\eqref{eq:main} allows another cause: $\theta_\infty=Y_0/Y_m$ with $F>0$. Change two parameters to $k_s=2\ \mathrm{s^{-1}}$ and $Y_0=0.25$. Both $\theta_\infty$ and $Y_0/Y_m$ are now 0.5. The runs give $\alpha=3$ ML, $\beta=2$ ML and $E=5$ ML, so $S=0$. Yet $\Delta\theta=0.491$ ML, so about 10\% of the atoms leave as modified sites struck by ions. That gain is cancelled by the gas loss and sputtering it displaces.

\textbf{Q.} And a negative value needs a surface that modification protects from ions?

\textbf{A.} Not in this model. Take $k_s=3\ \mathrm{s^{-1}}$ and $Y_0=0.30$. Ions still remove modified sites more easily than bare ones, since $Y_m=0.5$. But $\theta_\infty=0.4$ is less than $Y_0/Y_m=0.6$, and
\begin{equation}
E-\alpha-\beta=0.3927\times(0.4-0.6)=-0.079\ \text{ML}.
\end{equation}
With $E=5.92$ ML this gives $S=-0.013$. Each atom that ions remove from a modified site displaces on average $1-\theta_\infty=0.6$ atoms of gas loss and $Y_0/Y_m=0.6$ atoms of bare sputtering. Together these exceed the one atom gained. For $\Delta\theta>0$ the condition for positive synergy is therefore $\theta_\infty>Y_0/Y_m$, which is stricter than $Y_m>Y_0$ whenever $k_s>0$.

\section{Choosing the ion time}

\textbf{Q.} Longer ion exposure removes more of the modified layer. Should I lengthen it to raise $S$?

\textbf{A.} Up to a point. Let $c=\theta_\infty-Y_0/Y_m>0$, and let $\alpha$ and $\nu_0$ be positive. Equations~\eqref{eq:def} and \eqref{eq:excess} give
\begin{equation}
S=\frac{c\,\Delta\theta}{\alpha+\nu_0t_i+c\,\Delta\theta}.
\end{equation}
As $t_i\to0$, $\Delta\theta\to0$ while $\alpha$ remains, so $S\to0$. As $t_i\to\infty$, $\Delta\theta$ saturates while $\nu_0t_i$ grows, so again $S\to0$. Between these limits $S$ is positive and must have a maximum.

\textbf{Q.} Could there be several maxima?

\textbf{A.} No. $S$ rises when $\Delta\theta/(\alpha+\nu_0t_i)$ rises. The sign of that slope is the sign of
\begin{equation}
h=(\alpha+\nu_0t_i)\,\Delta\theta'-\nu_0\,\Delta\theta ,
\end{equation}
where a prime means $d/dt_i$. Differentiating Eq.~\eqref{eq:delta}, with $dq_i/dt_i=-\nu_mq_i$, gives
\begin{equation}
\Delta\theta'=\theta_\infty(1-q_m)^2\,\frac{\nu_mq_i}{(1-q_mq_i)^2}.
\end{equation}
This falls as $t_i$ grows, because $q_i$ falls. Hence $\Delta\theta''<0$. In $h'$ the two terms $\nu_0\Delta\theta'$ cancel, leaving $h'=(\alpha+\nu_0t_i)\Delta\theta''<0$. So $h$ starts positive, decreases steadily and ends negative: it crosses zero once.

For a nearly saturated dose, $q_m\ll1$, we have $\Delta\theta\simeq\theta_\infty(1-e^{-x})$ with $x=\nu_mt_i$. Setting $h=0$ and multiplying by $e^x/(\theta_\infty\nu_0)$ gives
\begin{equation}
e^x=1+x+\frac{\alpha\nu_m}{\nu_0}.
\end{equation}
In the main example the last term is 5.94. At 20 s, $x=2$: the left side is 7.4 and the right side 8.9, so $S$ is still rising. At 40 s, $x=4$: they are 54.6 and 10.9, so $S$ is falling. The maximum lies between. The computed values agree: $S$ is 0.856 at 5 s, 0.913 at 20 s, 0.905 at 40 s and 0.815 at 160 s.

\section{What the percentage does not tell you}

\textbf{Q.} If $S$ is high, may I conclude that both steps are self-limiting?

\textbf{A.} No. Shorten the main example to a 0.3 s dose and a 5 s ion step. Neither step is near completion, and $E$ is only 0.270 ML. Yet $S=0.960$, higher than before. The reason is visible in the parts: $\alpha$ falls tenfold and $\beta$ eightfold, since each is proportional to its step time, while $\Delta\theta$ falls from 0.970 to 0.265 ML, a factor of 3.7. To test self-limitation, vary each step time and see whether $E$ levels off. Neither curve need become completely flat. With $Y_0>0$ bare sputtering continues throughout a long ion step, and with $k_s>0$ spontaneous loss continues throughout a long dose. In this model $E$ then keeps rising, with a slope that tends to $\nu_0$ at long ion times and to $k_s\theta_\infty$ at long gas times. The limit is reached only well after saturation. In the main example the slope in ion time is still 0.0028 ML/s at 40 s, against $\nu_0=0.001\ \mathrm{s^{-1}}$.

\textbf{Q.} Does it at least measure directionality?

\textbf{A.} Not by itself. Consider an ideal vertical sidewall that receives the same gas but no ions, and has the same site kinetics and layer thickness. It loses $\alpha$ per cycle, while the horizontal floor loses $E$. The ratio of vertical to lateral etching is
\begin{equation}
\frac{E}{\alpha}=\frac{1.0498}{0.0594}\simeq17.7 .
\end{equation}
Floor sputtering $\beta$ lowers $S$ but causes no lateral loss in this picture. Two processes with the same $S$ can thus differ in directionality, depending on how $\alpha+\beta$ is divided.

\textbf{Q.} To measure $\alpha$, can I give a fresh surface one gas dose?

\textbf{A.} That is a different reference. The coverage then starts at zero and ends at $\theta_\infty(1-q_m)$. The integration leading to Eq.~\eqref{eq:M} still applies, with this coverage change in place of $\Delta\theta$:
\begin{equation}
\alpha_1=\alpha-(1-\theta_\infty)\theta_\infty(1-q_m).
\end{equation}
In the main example $\alpha_1=0.0496$ ML instead of 0.0594 ML, and the apparent synergy rises from 0.905 to 0.915. Repeated doses cure this. After $n$ doses the total shortfall is $(1-\theta_\infty)$ times the final coverage, so the shortfall per dose is less than $(1-\theta_\infty)/n$.

\textbf{Q.} Which parts survive if your one-layer model is wrong?

\textbf{A.} Definition~\eqref{eq:def}, its meaning as an excess over additive removal, and the bound $S\le1$ for non-negative $\alpha$ and $\beta$ do not depend on the model. Equation~\eqref{eq:main} does. It needs revision if modification reaches several layers, if ions alter the material below the top layer, if removed atoms return, or if gas remains during the ion step. In those cases $E$, $\alpha$ and $\beta$ can still be measured, but the share of each removal pathway needs a model suited to that surface. Even within the one-layer model the three numbers are not enough, because $F=S/(\theta_\infty-Y_0/Y_m)$ also needs the bracket, and there are four rates for three measurements. Keep $t_m=3$ s, $t_i=40$ s, $k_s\theta_\infty=1\ \mathrm{s^{-1}}$, $\nu_0=0.05\ \mathrm{s^{-1}}$ and $\nu_m=\nu_0/\theta_\infty$. Then $E=5$, $\alpha=3$ and $\beta=2$ ML for every $\theta_\infty$, while $F$ is 0.02, 0.10 and 0.16 for $\theta_\infty=0.1$, 0.5 and 0.9.

\section*{Table of computed values}
\begin{verbatim}
INPUTS
k_add = 2.00 1/s, k_loss = 0.02 1/s
gas time = 3.0 s, ion time = 40.0 s
ion flux = 2.0e+18 1/(m^2 s), sites = 1.0e+19 1/m^2
Y_mod = 0.500, Y_bare = 0.005 atoms/ion
layer thickness = 0.25 nm
MAIN CASE (rate equations integrated)
nu_mod = 0.1000 1/s, nu_bare = 0.0010 1/s
theta_inf = 0.99010
Y_bare/Y_mod = 0.01000
q_gas = 0.002334
q_ion = 0.018316
coverage after gas = 0.98783
coverage after ions = 0.01809
gas loss in full cycle M = 0.04980 ML
modified sites removed by ions D = 0.96974 ML
bare sputtering in full cycle B = 0.03030 ML
alpha = 0.05941 ML, beta = 0.04000 ML
E = 1.04984 ML = 0.2625 nm
excess E-alpha-beta = 0.95044 ML
synergy S = 0.90531 = 90.53 %
pathway fraction F = 0.92370
single-dose alpha = 0.04963 ML, S = 0.91463
RANDOM SITE SIMULATION (value +- standard error)
E = 1.05046 +- 0.00043 ML
alpha = 0.05892 +- 0.00034 ML
beta = 0.03979 +- 0.00028 ML
S = 0.90603 +- 0.00042
ION-TIME SCAN
ion time 0.01 s: E = 0.0604 ML, S = 0.0161
ion time 5 s: E = 0.4459 ML, S = 0.8556
ion time 10 s: E = 0.6819 ML, S = 0.8982
ion time 20 s: E = 0.9168 ML, S = 0.9134
ion time 40 s: E = 1.0498 ML, S = 0.9053
ion time 80 s: E = 1.1072 ML, S = 0.8741
ion time 160 s: E = 1.1875 ML, S = 0.8152
ion time 10000 s: E = 11.0275 ML, S = 0.0878
OTHER CASES
short steps: k_loss = 0.02 1/s, Y_bare = 0.005, gas 0.3 s, ions 5 s
  theta_inf = 0.9901, Y_bare/Y_mod = 0.0100
  alpha = 0.0059, beta = 0.0050, E = 0.2703 ML
  D = 0.2646 ML, F = 0.9790, S = 0.9595
zero: k_loss = 2.00 1/s, Y_bare = 0.250, gas 3 s, ions 40 s
  theta_inf = 0.5000, Y_bare/Y_mod = 0.5000
  alpha = 3.0000, beta = 2.0000, E = 5.0000 ML
  D = 0.4908 ML, F = 0.0982, S = 0.0000
negative: k_loss = 3.00 1/s, Y_bare = 0.300, gas 3 s, ions 40 s
  theta_inf = 0.4000, Y_bare/Y_mod = 0.6000
  alpha = 3.6000, beta = 2.4000, E = 5.9215 ML
  D = 0.3927 ML, F = 0.0663, S = -0.0133
\end{verbatim}
